# The single-exponent negative donor in two dimensions and its narrow miss

## First half: the energy from charge densities in Fourier space

A donor in a silicon layer, treated as a point charge in a strict plane with in-plane electron mass 0.19 and relative permittivity 11.7, holds one electron with an energy of 75.54 meV. Give it a second electron, describe both by the same exponential orbital, and choose the best decay constant. The pair then has a total energy of −75.19 meV. The second electron, which is also attracted by the donor, has made the total worse by 0.35 meV, or 0.46 % of the neutral donor's energy. Two questions follow: why the two energies nearly coincide, and whether the small deficit means that the negative donor does not exist in this model.

### The model and its units

Both electrons move in the plane of the donor. They have an isotropic effective mass $m^*$, the donor has charge $+Ze$, and all Coulomb forces are reduced by the same relative permittivity $\varepsilon$. The real donor has $Z=1$; keeping $Z$ free will show how close the miss is. Lengths are measured in the effective Bohr radius and energies in the effective Rydberg,

$$a^*=\frac{4\pi\varepsilon_0\varepsilon\hbar^2}{m^*e^2},\qquad \mathrm{Ry}^*=\frac{\hbar^2}{2m^*a^{*2}}=\frac{e^2}{8\pi\varepsilon_0\varepsilon a^*}.$$

The two forms of $\mathrm{Ry}^*$ agree by the definition of $a^*$. In these units the factor in front of $-\nabla^2$ is 1, and the Coulomb energy $e^2/(4\pi\varepsilon_0\varepsilon a^*)$ of two unit charges at unit distance is 2. The Hamiltonian is therefore

$$H=h_1+h_2+\frac{2}{r_{12}},\qquad h=-\nabla^2-\frac{2Z}{r}.$$

For the silicon parameters, $a^*=3.259$ nm and $\mathrm{Ry}^*=18.884$ meV.

### The energy to be beaten

The ion is bound if its energy lies below that of a neutral donor with the other electron at rest far away. The distant electron contributes nothing, so the threshold is the lowest energy of $h$.

That energy follows from a square. Let $f$ be a real normalized function of one electron's position and $\hat{\mathbf r}$ the radial unit vector. Then

$$0\le\int|\nabla f+2Z\hat{\mathbf r}f|^2d^2r=\int|\nabla f|^2d^2r+2Z\int\hat{\mathbf r}\cdot\nabla(f^2)\,d^2r+4Z^2.$$

The middle term used $2f\nabla f=\nabla(f^2)$. Integrate it by parts. The boundary term vanishes at infinity, and also on a small circle round the origin, because the circumference shrinks to zero. In two dimensions $\nabla\cdot\hat{\mathbf r}=1/r$, so the integral equals $-\int f^2/r\,d^2r$. Hence

$$\int|\nabla f|^2d^2r-2Z\int\frac{f^2}{r}d^2r\ \ge\ -4Z^2.$$

The left side is $\langle h\rangle$. Equality requires $\nabla f=-2Z\hat{\mathbf r}f$, which is solved by $f\propto e^{-2Zr}$. The neutral donor thus has the energy $-4Z^2$, or $-4$ for $Z=1$, and its orbital decays with the constant $2Z$.

### One orbital for two electrons

The trial function is $\Psi=\phi(r_1)\phi(r_2)$ with $\phi=Ne^{-\alpha r}$. It is symmetric under exchange of positions, so the spins form a singlet. The normalization is

$$1=2\pi N^2\int_0^\infty re^{-2\alpha r}dr=\frac{2\pi N^2}{4\alpha^2},\qquad N^2=\frac{2\alpha^2}{\pi}.$$

The gradient of $\phi$ has magnitude $\alpha\phi$, so $\langle-\nabla^2\rangle=\int|\nabla\phi|^2d^2r=\alpha^2$. The mean inverse distance is

$$\left\langle\frac1r\right\rangle=2\pi N^2\int_0^\infty e^{-2\alpha r}dr=\frac{\pi N^2}{\alpha}=2\alpha.$$

Each electron contributes $\langle h\rangle=\alpha^2-4Z\alpha$. What remains is the repulsion of two identical charge clouds.

### The repulsion

Define the transform $\tilde f(q)=\int f(r)e^{-i\mathbf q\cdot\mathbf r}d^2r$. One integral supplies all that is needed. For $f=e^{-\beta r}/r$ the factor $r$ in $d^2r=r\,dr\,d\theta$ cancels the denominator, and

$$\tilde f(q)=\int_0^{2\pi}d\theta\int_0^\infty e^{-(\beta+iq\cos\theta)r}dr=\int_0^{2\pi}\frac{d\theta}{\beta+iq\cos\theta}=\int_0^{2\pi}\frac{\beta\,d\theta}{\beta^2+q^2\cos^2\theta}.$$

The imaginary part dropped out because $\cos\theta$ changes sign under $\theta\to\pi-\theta$. The four quadrants contribute equally. With $u=\tan\theta$, $d\theta=du/(1+u^2)$ and $\cos^2\theta=1/(1+u^2)$,

$$\tilde f(q)=4\beta\int_0^\infty\frac{du}{\beta^2+q^2+\beta^2u^2}=4\beta\,\frac{\pi}{2\beta\sqrt{\beta^2+q^2}}=\frac{2\pi}{\sqrt{\beta^2+q^2}}.$$

The limit $\beta\to0$ gives the transform of $1/r$, which is $2\pi/q$. The operation $-\partial/\partial\beta$ turns $e^{-\beta r}/r$ into $e^{-\beta r}$, whose transform is therefore $2\pi\beta/(\beta^2+q^2)^{3/2}$.

The density $\phi^2=N^2e^{-2\alpha r}$ has $\beta=2\alpha$, so its transform is

$$\rho_\alpha(q)=\frac{2\alpha^2}{\pi}\,\frac{4\pi\alpha}{(4\alpha^2+q^2)^{3/2}}=\left(1+\frac{q^2}{4\alpha^2}\right)^{-3/2}.$$

It equals 1 at $q=0$, as a normalized density must. The Coulomb integral is a convolution, which becomes a product in Fourier space:

$$\left\langle\frac1{r_{12}}\right\rangle=\int\frac{d^2q}{(2\pi)^2}\,\frac{2\pi}{q}\,\rho_\alpha^2=\int_0^\infty\frac{2\pi q\,dq}{4\pi^2}\,\frac{2\pi}{q}\,\rho_\alpha^2=\int_0^\infty\rho_\alpha(q)^2\,dq.$$

Set $q=2\alpha\tan\theta$. Then $\rho_\alpha^2=\cos^6\theta$ and $dq=2\alpha\,d\theta/\cos^2\theta$, so

$$\left\langle\frac1{r_{12}}\right\rangle=2\alpha\int_0^{\pi/2}\cos^4\theta\,d\theta=2\alpha\int_0^{\pi/2}\frac{3+4\cos2\theta+\cos4\theta}{8}\,d\theta=\frac{3\pi\alpha}{8}.$$

The two cosines integrate to zero over this interval. The repulsion energy is twice this value, $3\pi\alpha/4$.

### The minimum

The total energy is

$$E(\alpha)=2\alpha^2-8Z\alpha+\frac{3\pi}{4}\alpha=2(\alpha-\alpha_1)^2-2\alpha_1^2,\qquad \alpha_1=2Z-\frac{3\pi}{16}.$$

Expanding the square reproduces the linear term, since $4\alpha_1=8Z-3\pi/4$. The minimum is at $\alpha=\alpha_1$, provided $\alpha_1>0$ so that the orbital can be normalized. For the donor,

$$E_1=-2\left(2-\frac{3\pi}{16}\right)^2=-2(1.41095)^2=-3.98157.$$

The kinetic energy is 3.98157, the attraction −11.28761 and the repulsion 3.32448. Their sum is $E_1$. The neutral donor has −4, so this trial energy lies 0.01843 Ry* too high.

The near coincidence can be read from the exponent. At the minimum the pair has $-2\alpha_1^2$, and the neutral donor has $-4Z^2$. They tie when $\alpha_1=\sqrt2\,Z$. Repulsion lowers the exponent from 2 to 1.41095, while a tie needs 1.41421. The competition is between two electrons in a loose orbital and one electron in a tight orbital, and the two sides nearly balance. No symmetry enforces this balance; it rests on the number $3\pi/16$ lying close to $2-\sqrt2$.

With $Z$ free, the pair wins within this trial function if $2-3\pi/(16Z)>\sqrt2$, that is if

$$Z>Z_c=\frac{3\pi}{16(2-\sqrt2)}=1.00557.$$

A donor charge larger by little more than half a percent would reverse the verdict. Multiplied out, the minimum energy is $-8Z^2+3\pi Z/2-9\pi^2/128$. The first term is two independent electrons, and the second is their repulsion in the unrelaxed orbital, $3\pi\alpha/4$ at $\alpha=2Z$. The third is the gain from letting the orbital expand.

### What the miss does and does not show

For any trial function, the mean energy is an upper bound to the ground-state energy. An upper bound above the threshold leaves both outcomes open. To decide, one needs a better function, and a suitable one lets one electron stay close to the donor while the other moves outside:

$$\Psi=u_a(r_1)u_b(r_2)+u_b(r_1)u_a(r_2),\qquad u_a=a\sqrt{2/\pi}\;e^{-ar}.$$

The same elementary integrals as before give the overlap and the matrix elements of $h$, now for $Z=1$:

$$S=\int u_au_b\,d^2r=\frac{2ab}{\pi}\,\frac{2\pi}{(a+b)^2}=\frac{4ab}{(a+b)^2},$$

$$\int\frac{u_au_b}{r}d^2r=\frac{2ab}{\pi}\,\frac{2\pi}{a+b}=S(a+b),\qquad \int\nabla u_a\cdot\nabla u_b\,d^2r=abS.$$

Hence $h_{ab}=S[ab-2(a+b)]$, and $h_{aa}=a^2-4a$. The norm of $\Psi$ is $2+2S^2$. In the numerator, the two direct products each give $h_{aa}+h_{bb}+J$, and the two cross products each give $2Sh_{ab}+K$. Dividing by the norm,

$$E=\frac{h_{aa}+h_{bb}+2Sh_{ab}+J+K}{1+S^2}.$$

Here $J=2\int_0^\infty\rho_a\rho_b\,dq$ is the repulsion of the two different clouds. The exchange term $K$ is the self-repulsion of the product $u_au_b$. That product is $S$ times a normalized exponential density whose exponent is $\alpha=(a+b)/2$, so $K=3\pi(a+b)S^2/8$.

Binding can be proved without evaluating $J$. Since $\rho_a\le1$,

$$J\le2\int_0^\infty\rho_b\,dq=4b\int_0^{\pi/2}\cos\theta\,d\theta=4b.$$

Physically, spreading the inner charge out from the donor site can only reduce its repulsion with the outer cloud. The bound cancels the attraction $-4b$ in $h_{bb}$ and leaves $h_{bb}+J\le b^2$. Take $a=2$ and $b=1/2$. Then $S=0.64$, $S^2=0.4096$, $h_{aa}=-4$, $h_{ab}=0.64(1-5)=-2.56$ and $K=3\pi(2.5)(0.4096)/8=1.206$. The result is

$$E\le\frac{-4+0.25-3.277+1.206}{1.4096}=-4.13.$$

This lies below −4, so the strictly two-dimensional negative donor is bound. The decisive term is $2Sh_{ab}=-3.277$, which arises because either electron may be the inner one. With $J$ evaluated by Gauss quadrature and both exponents varied numerically, the minimum is −4.307 at $a=2.181$ and $b=0.578$. The miss of 0.018 belongs to the single-exponent function, and the ion itself is bound by at least 0.307.

## Second half: the energy from real space and scaling, and a comparison

The symbols carry over. Lengths are in $a^*$, energies in Ry*, and the donor has $Z=1$. The Hamiltonian is the sum of $-\nabla^2-2/r$ for each electron and $2/r_{12}$. The neutral donor has the energy −4. The trial function is $e^{-\alpha(r_1+r_2)}$, and the first half found its minimum $E_1=-2(2-3\pi/16)^2=-3.98157$ at $\alpha=1.41095$. The normalized density of one electron has the transform $\rho_\alpha(q)=[1+q^2/(4\alpha^2)]^{-3/2}$. The second derivation uses no transform and finds the minimum from a general scaling law.

### Scaling fixes the minimum

Take any normalized two-electron function $\Psi(\mathbf r_1,\mathbf r_2)$ with kinetic energy $T$ and total potential energy $V<0$. Compress it by a factor $\lambda$:

$$\Psi_\lambda=\lambda^2\Psi(\lambda\mathbf r_1,\lambda\mathbf r_2).$$

The prefactor keeps the norm, because the four coordinates supply a factor $\lambda^{-4}$ to the integral of $\Psi_\lambda^2$. Two derivatives give the kinetic energy a factor $\lambda^2$. Each potential term is an inverse distance and gains a factor $\lambda$. Thus

$$E(\lambda)=\lambda^2T+\lambda V,\qquad \lambda_{\min}=-\frac{V}{2T},\qquad E_{\min}=-\frac{V^2}{4T}.$$

At the minimum the scaled kinetic energy is $V^2/(4T)$, which is $-E_{\min}$. This is the virial relation, and it explains why the kinetic energy in the first half was 3.98157. It remains to find $T$ and $V$ for one convenient exponent, $\alpha=1$.

For a radial function in the plane, $\nabla^2f=f''+f'/r$. Applied to $e^{-r}$ this gives

$$-\nabla^2e^{-r}=\left(-1+\frac1r\right)e^{-r}.$$

The normalized density is $n(r)=(2/\pi)e^{-2r}$, for which $\langle1/r\rangle=4\int_0^\infty e^{-2r}dr=2$. The kinetic energy per electron is $-1+2=1$, so $T=2$. The attraction of the two electrons is $2\times(-2)\times2=-8$.

### The repulsion from the distribution of separations

Let $C(\mathbf s)$ be the probability density for the vector $\mathbf s$ from one electron to the other. The electrons are independent in this trial function, so

$$C(\mathbf s)=\int n(r)\,n(|\mathbf r+\mathbf s|)\,d^2r=\frac{4}{\pi^2}\int e^{-2(r+|\mathbf r+\mathbf s|)}d^2r.$$

The exponent contains only the sum of distances from two fixed points a distance $s$ apart. That sum is constant on ellipses, which suggests elliptic coordinates. Put the two points at $x=\pm s/2$, $y=0$ and write

$$x=\frac s2\cosh\mu\cos\nu,\qquad y=\frac s2\sinh\mu\sin\nu,\qquad \mu\ge0,\quad 0\le\nu<2\pi.$$

The squared distances to the two points are

$$\left(x\pm\frac s2\right)^2+y^2=\frac{s^2}{4}\left[(\cosh\mu\cos\nu\pm1)^2+(\cosh^2\mu-1)(1-\cos^2\nu)\right].$$

In the bracket the terms $\cosh^2\mu\cos^2\nu$ and the constants cancel. What is left is $\cosh^2\mu\pm2\cosh\mu\cos\nu+\cos^2\nu$, a perfect square. The distances are $(s/2)(\cosh\mu\pm\cos\nu)$, and their sum is $s\cosh\mu$. The area element follows from the Jacobian determinant:

$$d^2r=\frac{s^2}{4}(\sinh^2\mu\cos^2\nu+\cosh^2\mu\sin^2\nu)\,d\mu\,d\nu=\frac{s^2}{4}(\cosh^2\mu-\cos^2\nu)\,d\mu\,d\nu.$$

The integral over $\nu$ gives $2\pi\cosh^2\mu-\pi$, so

$$C(s)=\frac{s^2}{\pi}\int_0^\infty(2\cosh^2\mu-1)\,e^{-2s\cosh\mu}\,d\mu.$$

The total probability provides a check on the factors. With $\int_0^\infty s^3e^{-2s\cosh\mu}ds=6/(2\cosh\mu)^4$,

$$\int_0^\infty2\pi sC\,ds=\frac34\int_0^\infty\left(\frac{2}{\cosh^2\mu}-\frac1{\cosh^4\mu}\right)d\mu=\frac34\left(2-\frac23\right)=1.$$

Here $w=\tanh\mu$, with $dw=d\mu/\cosh^2\mu$, turns the two integrals into $\int_0^1dw=1$ and $\int_0^1(1-w^2)dw=2/3$.

The mean inverse separation has one power of $s$ less. With $\int_0^\infty s^2e^{-2s\cosh\mu}ds=2/(2\cosh\mu)^3$,

$$\left\langle\frac1{r_{12}}\right\rangle=2\pi\int_0^\infty C(s)\,ds=\frac12\int_0^\infty\left(\frac{2}{\cosh\mu}-\frac1{\cosh^3\mu}\right)d\mu.$$

Substitute $\sinh\mu=\tan\theta$. Then $\cosh\mu=1/\cos\theta$ and $d\mu=d\theta/\cos\theta$. The first integrand becomes 2 and the second $\cos^2\theta$, both over $0<\theta<\pi/2$. The result is $\frac12(\pi-\pi/4)=3\pi/8$.

The potential energy at $\alpha=1$ is therefore $V=-8+3\pi/4$, and

$$E_{\min}=-\frac{(8-3\pi/4)^2}{8}=-\frac{16(2-3\pi/16)^2}{8}=-2\left(2-\frac{3\pi}{16}\right)^2.$$

The scale factor is $\lambda_{\min}=(8-3\pi/4)/4=2-3\pi/16$, the exponent found before.

### What each derivation assumes

Both derivations use the same trial function, so they share its error. Agreement between them confirms the integral and the minimum, but says nothing about the quality of the function.

The Fourier route needs an interaction that depends on the in-plane separation and has a known transform. It tolerates two different exponents, and it tolerates a changed interaction if $2\pi/q$ is replaced by the new transform. The proof of binding and the treatment of finite thickness below rely on this freedom.

The scaling argument holds for any shape of the trial function, but it requires every potential term to vary as an inverse length. A layer thickness introduces a fixed length, and $E_{\min}=-V^2/(4T)$ then fails. The elliptic coordinates are more restrictive still. With unequal exponents the difference of the two distances enters as well, and the integral over $\nu$ is no longer elementary. In return, this route gives the whole distribution of separations.

### Which restriction costs the binding

The single-exponent function imposes two restrictions: both electrons share one orbital, and that orbital is one exponential. They can be lifted in turn. A restricted Hartree–Fock calculation keeps the shared orbital but builds it from seven exponentials, with exponents $2\times1.7^k$ for $k=-4,\dots,2$. It gives −4.123, which is already below −4. A configuration calculation with all pairs formed from the same seven functions also lifts the shared orbital, and gives −4.342. A larger set of radial functions leaves the Hartree–Fock value unchanged at these digits and lowers the configuration value to −4.344.

Freeing the shape thus gains 0.141, several times the miss of 0.018. Radial correlation, which lets one electron be inside while the other is outside, gains a further 0.22. It strengthens the binding but is not needed for it. All these functions depend on $r_1$ and $r_2$ alone. They omit angular correlation, the tendency of the electrons to stay on opposite sides of the donor. The binding of 0.342 is therefore a lower bound for the strict plane, apart from small numerical error. The omitted part is not small: functions that also depend on $r_{12}$ reach about −4.48, a binding of about 0.48.

### A real layer has thickness

Let the silicon layer have hard walls a distance $L$ apart, with the donor at the centre, $z=0$. Keep each electron in the lowest subband, with density $p(z)=(2/L)\cos^2(\pi z/L)$ across the layer. The confinement energy is the same for both electrons whether the second is bound or far away in the layer, so it cancels from the binding.

The in-plane transform of $1/\sqrt{r^2+z^2}$ is $(2\pi/q)e^{-q|z|}$: away from $z=0$ the potential obeys Laplace's equation, so its transform $g$ satisfies $d^2g/dz^2=q^2g$; it decays with $|z|$, and at $z=0$ it equals $2\pi/q$. Averaging the exponential over $p$ gives a factor $F_d(q)$ for the attraction. Averaging $e^{-q|z-z'|}$ over both electrons gives a factor $F_{ee}(q)$ for the repulsion. The pair energy becomes

$$E(\alpha)=2\alpha^2-4\int_0^\infty\rho_\alpha F_d\,dq+2\int_0^\infty\rho_\alpha^2F_{ee}\,dq.$$

For a thin layer $F_d\approx1-q\bar z$ and $F_{ee}\approx1-q\bar d$, where $\bar z$ is the mean of $|z|$ and $\bar d$ the mean of $|z-z'|$. With $x=q/(2\alpha)$,

$$\int_0^\infty q\rho_\alpha dq=4\alpha^2\int_0^\infty\frac{x\,dx}{(1+x^2)^{3/2}}=4\alpha^2,\qquad \int_0^\infty q\rho_\alpha^2dq=4\alpha^2\int_0^\infty\frac{x\,dx}{(1+x^2)^3}=\alpha^2.$$

To leading order the exponent may be kept at its old optimum, where the energy is stationary. The pair energy shifts by $16\alpha^2\bar z-2\alpha^2\bar d$. The neutral donor has one electron with exponent 2 and shifts by $2\times16\,\bar z=32\bar z$. The pair energy relative to the neutral donor therefore changes by

$$-16(2-\alpha^2)\,\bar z-2\alpha^2\bar d.$$

Both terms are negative, since $\alpha^2=1.991$ is less than 2. Thickness weakens the attraction of the two systems almost equally, but the repulsion exists only in the pair. The second term dominates, and it removes the deficit of 0.018 when $\bar d\approx0.018/3.98\approx0.005\,a^*$, or about 0.015 nm. With the full factors in place of the leading order, the value becomes about $0.0056\,a^*$, or 0.018 nm, for a layer of $L\approx0.09$ nm. This is far less than the size of an atom. Within the lowest-subband model, the narrow miss of this trial function thus disappears at a thickness far below that of any real layer.

A layer of $L=5$ nm, or 1.53 $a^*$, is too thick for the leading-order formula, so the energies were computed numerically with the full factors. The neutral donor, described by the same seven exponentials, has −38.2 meV. The best single-exponent pair now lies 2.0 meV below it, in agreement with the sign found for thin layers. The configuration calculation gives a binding of 3.5 meV, against $0.342\times18.884=6.5$ meV in the strict plane. Both values omit angular correlation; including it raises them to about 4.7 and 9.0 meV. These differences assume that seven exponentials describe the neutral donor well in the thick layer too.

### The silicon layer beside the model

The material matters here because, in a silicon layer stretched in its plane and grown along [001], the two lowest conduction valleys have their long axis along growth. The in-plane mass is then isotropic, as the model requires. The inputs are rough typical values: masses 0.19 in the plane and 0.92 along growth, a width of 5 nm, and barriers of 0.15 eV as for silicon between silicon–germanium layers. The assumption that such a layer breaks most strongly is zero thickness, which alone moves the neutral donor from −75.5 to −38.2 meV.

The finite-width result has limits of its own. The lowest subband lies at $\hbar^2\pi^2/(2m_zL^2)=16.35$ meV, where $m_z$ is the growth mass. Between hard walls subband energies grow as the square of their number, so the second lies 49 meV higher and the third 131 meV higher. Barriers of 0.15 eV lower the levels and bring them closer together: the two gaps shrink to about 33 and 84 meV. A donor at the centre mixes the lowest subband only with subbands of the same parity, of which the third is the nearest. Its gap is only about two to three and a half times the 38 meV of the neutral donor, so this mixing changes the energies: between hard walls it lowers the neutral donor from −38.2 to about −40.2 meV. The repulsion can also lift both electrons into the second subband together, at a cost of 98 meV between hard walls and about 65 meV with the finite barriers. The wavefunction also enters the barriers to a depth $\hbar/\sqrt{2m_z(V_b-E_z)}=0.56$ nm, where $V_b$ is the barrier height and $E_z$ the hard-wall energy of the lowest subband.

Close to the donor nucleus the potential is not that of a point charge in a uniform medium. A rough bulk shift of 14 meV can be scaled by the electron density at the donor and by the share of valleys taking part, two of six. With rough bulk orbital radii of 2.5 and 1.4 nm, this gives about 3 meV for the neutral donor in the lowest subband, and roughly twice as much once higher subbands draw charge towards the donor. The shift is comparable to the binding itself, and the calculation does not say how much of it the ion shares.

At 4 K the thermal energy is 0.345 meV, about a tenth of the binding of 3.5 meV found without angular correlation, and a smaller fraction of the 4.7 meV found with it. In the strict plane the outer exponential of the two-exponent function has a mean radius $a^*/b=5.64$ nm. In the 5 nm layer the binding is weaker, and the same function gives about 7.3 nm. A field that supplies 3.5 to 4.7 meV over this larger distance is about 0.005 to 0.006 MV/cm, which sets the scale for pulling the outer electron off. Discs of this radius fill the plane at about $6\times10^{11}$ cm$^{-2}$, so isolated ions require a donor density well below that.
